**Empty fraction of doped silicon nanocrystals**

For independently placed dopants of density $n$, the fraction of spheres of diameter $d$ without a dopant is $P_0=e^{-\lambda}$, where $\lambda=\pi nd^3/6$ is the mean number per sphere. At $10^{19}$ cm$^{-3}$ and 5 nm, the program finds $\lambda=0.6545$ and $P_0=51.97$ percent. It scatters dopants at random and asserts that the fractions of spheres with zero, one and two dopants agree with the Poisson formula within the sampling tolerance; the scattered empty fraction is 51.96 percent. It also asserts agreement with explicit site counts on the diamond lattice, and checks the half-empty diameter and the sensitivity to diameter. Further assertions compare the size-spread formula with quadrature, the segregation formula with a canonical sum, and the pairing formula with randomly scattered pairs. The output shows that a symmetric diameter spread of 10 or 20 percent at fixed mean diameter hardly changes the result. Segregation energies of $+0.1$ and $-0.1$ eV at 1373 K change the empty fraction to 75.5 and 21.8 percent, and complete pairing changes it to 70.4 percent.

## Verification by program

```python
# Result under test: dopants placed independently at density n leave a fraction
# P0 = exp(-lam), lam = n*pi*d^3/6, of spherical nanocrystals without a dopant.
# For n = 1e19 cm^-3 and d = 5 nm this is about 52 percent.
# Symbols: d diameter (nm), n density (nm^-3 inside the program), lam mean number,
# a silicon lattice parameter (nm), p occupation probability of one lattice site,
# s relative standard deviation of diameter, b separation of paired dopants (nm).
import numpy as np
from scipy import constants as sc
from scipy.special import gammaln

rng = np.random.default_rng(12345)
density_cm3 = 1e19
n = density_cm3 * 1e-21
d = 5.0
a = sc.physical_constants["lattice parameter of silicon"][0] * 1e9
b = np.sqrt(3) / 4 * a


def volume(diameter):
    return np.pi * diameter**3 / 6


def empty(diameter):
    return np.exp(-n * volume(diameter))


lam = n * volume(d)
P0 = empty(d)
P1 = lam * P0
P2 = lam**2 / 2 * P0
d_half = (6 * np.log(2) / (np.pi * n)) ** (1 / 3)
mean_doped = lam / (1 - P0)


# Direct scattering: fixed number of dopants in a periodic box, separate spheres.
def scatter(diameter, paired=False, boxes=40):
    side, cells = 100.0, 16
    spacing = side / cells
    number = round(n * side**3)
    result = []
    for _ in range(boxes):
        if paired:
            first = rng.random((number // 2, 3)) * side
            step = rng.normal(size=first.shape)
            step *= b / np.linalg.norm(step, axis=1)[:, None]
            pos = np.vstack([first, (first + step) % side])
        else:
            pos = rng.random((number, 3)) * side
        cell = np.floor(pos / spacing).astype(int)
        offset = pos - (cell + 0.5) * spacing
        inside = np.sum(offset**2, axis=1) < (diameter / 2) ** 2
        i, j, k = (cell[inside] % cells).T
        label = (i * cells + j) * cells + k
        result.append(np.bincount(label, minlength=cells**3))
    return np.concatenate(result)


counts = scatter(d)
mc0, mc1, mc2 = [np.mean(counts == k) for k in range(3)]
mc_mean_doped = counts[counts > 0].mean()
# Tolerances near five standard errors of about 164000 sampled spheres.
tol = 5 * np.sqrt(0.25 / counts.size)
for sampled, formula in [(mc0, P0), (mc1, P1), (mc2, P2)]:
    assert abs(sampled - formula) < tol
assert abs(mc_mean_doped - mean_doped) < 0.015
mc_half = np.mean(scatter(d_half) == 0)
assert abs(mc_half - 0.5) < tol
assert abs(P0 - 0.52) < 0.005

# Explicit diamond lattice: count the sites in spheres with random centres.
grid = np.arange(-6, 7)
corners = np.array(np.meshgrid(grid, grid, grid)).reshape(3, -1).T
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
basis = np.vstack([fcc, fcc + 0.25])
sites = a * (corners[:, None, :] + basis[None, :, :]).reshape(-1, 3)
centres = a * rng.random((400, 3))
site_numbers = np.array([
    np.sum(np.sum((sites - c) ** 2, axis=1) < (d / 2) ** 2) for c in centres])
p = n * a**3 / 8
lattice_P0 = np.mean((1 - p) ** site_numbers)
N_mean = 8 * volume(d) / a**3
assert abs(site_numbers.mean() / N_mean - 1) < 0.003
assert abs(lattice_P0 - P0) < 0.001
# Leading correction to ln P0 from the discrete sites.
site_correction = N_mean * np.log1p(-p) + lam
assert abs(site_correction / (-lam * p / 2) - 1) < 0.001

# Sensitivity to the diameter, by central difference.
h = 1e-4
slope = (np.log(empty(d * (1 + h))) - np.log(empty(d * (1 - h)))) / (2 * h)
assert abs(slope + 3 * lam) < 1e-5

# Normal spread of diameters: Gauss-Hermite average.
nodes, weights = np.polynomial.hermite_e.hermegauss(20)
weights = weights / weights.sum()


def spread_average(diameter, s):
    return np.sum(weights * empty(diameter * (1 + s * nodes)))


for test_d in (5.0, 8.0):
    m = n * volume(test_d)
    shift = spread_average(test_d, 0.02) / empty(test_d) - 1
    predicted = 0.02**2 / 2 * (9 * m**2 - 6 * m)
    assert abs(shift / predicted - 1) < 0.05

# Segregation: exact canonical sum over crystal plus large reservoir.
T = 1373.0
E = 0.1
kT = sc.k * T / sc.e


def log_choose(total, chosen):
    return (gammaln(total + 1) - gammaln(chosen + 1)
            - gammaln(total - chosen + 1))


def canonical_empty(energy):
    inside = round(N_mean)
    outside = 2000 * inside
    number = round(p * outside)
    k = np.arange(25)
    logs = (log_choose(inside, k) + log_choose(outside, number - k)
            - k * energy / kT)
    return 1 / np.sum(np.exp(logs - logs[0]))


segregated = {}
for energy in (-E, 0.0, E):
    segregated[energy] = np.exp(-lam * np.exp(-energy / kT))
    assert abs(canonical_empty(energy) - segregated[energy]) < 0.002

# Complete pairing at the nearest-neighbour distance.
union_ratio = 1 + 3 * b / (2 * d) - b**3 / (2 * d**3)
paired_P0 = np.exp(-lam * union_ratio / 2)
mc_paired = np.mean(scatter(d, paired=True) == 0)
assert abs(mc_paired - paired_P0) < tol

shell = 0.25
print(f"Dopant density: {density_cm3:.1e} cm^-3")
print(f"Nanocrystal diameter: {d:.1f} nm")
print(f"Volume: {volume(d):.2f} nm^3 = {volume(d)*1e-21:.3e} cm^3")
print(f"Silicon lattice parameter: {a:.4f} nm")
print(f"Mean number of lattice sites: {N_mean:.0f}")
print(f"Site occupation probability p: {p:.3e}")
print(f"Mean number of dopants lam: {lam:.4f}")
print(f"Empty fraction exp(-lam): {100*P0:.2f} percent")
print(f"Fraction with one dopant: {100*P1:.2f} percent")
print(f"Fraction with two dopants: {100*P2:.2f} percent")
print(f"Fraction with two or more: {100*(1-P0-P1):.2f} percent")
print(f"Wrong guess 1-lam: {100*(1-lam):.2f} percent")
print(f"Mean number in a doped crystal: {mean_doped:.3f}")
print(f"Density of one dopant in crystal: {1e21/volume(d):.3e} cm^-3")
print(f"Correction to ln P0 from discrete sites: {site_correction:.2e}")
print(f"Number of scattered-dopant spheres: {counts.size}")
print(f"Empty, scattered dopants: {100*mc0:.2f} percent")
print(f"One dopant, scattered: {100*mc1:.2f} percent")
print(f"Two dopants, scattered: {100*mc2:.2f} percent")
print(f"Mean in a doped crystal, scattered: {mc_mean_doped:.3f}")
print(f"Empty, explicit lattice: {100*lattice_P0:.2f} percent")
print(f"Diameter for half empty: {d_half:.3f} nm")
print(f"Empty at that diameter, scattered: {100*mc_half:.2f} percent")
print(f"d ln P0 / d ln d: {slope:.3f}")
print(f"Empty at 4.5 nm: {100*empty(4.5):.2f} percent")
print(f"Empty at 5.5 nm: {100*empty(5.5):.2f} percent")
print(f"Spread bracket 9 lam^2 - 6 lam: {9*lam**2-6*lam:.4f}")
for s in (0.1, 0.2):
    print(f"Empty, diameter spread {100*s:.0f} percent: "
          f"{100*spread_average(d, s):.2f} percent")
print(f"Dopant-free shell thickness: {shell:.2f} nm")
print(f"Empty with that shell: {100*empty(d-2*shell):.2f} percent")
print(f"Anneal temperature: {T:.0f} K, kT: {kT:.4f} eV")
for energy in (E, -E):
    print(f"Segregation energy {energy:+.1f} eV: density factor "
          f"{np.exp(-energy/kT):.3f}, empty {100*segregated[energy]:.2f} percent")
print(f"Pair separation: {b:.4f} nm")
print(f"Pair excluded volume / V: {union_ratio:.4f}")
print(f"Empty if all dopants are paired: {100*paired_P0:.2f} percent")
print(f"Empty, scattered pairs: {100*mc_paired:.2f} percent")
print("OK")
```

Output:

```
Dopant density: 1.0e+19 cm^-3
Nanocrystal diameter: 5.0 nm
Volume: 65.45 nm^3 = 6.545e-20 cm^3
Silicon lattice parameter: 0.5431 nm
Mean number of lattice sites: 3269
Site occupation probability p: 2.002e-04
Mean number of dopants lam: 0.6545
Empty fraction exp(-lam): 51.97 percent
Fraction with one dopant: 34.01 percent
Fraction with two dopants: 11.13 percent
Fraction with two or more: 14.02 percent
Wrong guess 1-lam: 34.55 percent
Mean number in a doped crystal: 1.363
Density of one dopant in crystal: 1.528e+19 cm^-3
Correction to ln P0 from discrete sites: -6.55e-05
Number of scattered-dopant spheres: 163840
Empty, scattered dopants: 51.96 percent
One dopant, scattered: 33.91 percent
Two dopants, scattered: 11.16 percent
Mean in a doped crystal, scattered: 1.367
Empty, explicit lattice: 51.96 percent
Diameter for half empty: 5.097 nm
Empty at that diameter, scattered: 49.92 percent
d ln P0 / d ln d: -1.963
Empty at 4.5 nm: 62.06 percent
Empty at 5.5 nm: 41.85 percent
Spread bracket 9 lam^2 - 6 lam: -0.0717
Empty, diameter spread 10 percent: 51.95 percent
Empty, diameter spread 20 percent: 51.90 percent
Dopant-free shell thickness: 0.25 nm
Empty with that shell: 62.06 percent
Anneal temperature: 1373 K, kT: 0.1183 eV
Segregation energy +0.1 eV: density factor 0.429, empty 75.50 percent
Segregation energy -0.1 eV: density factor 2.328, empty 21.78 percent
Pair separation: 0.2352 nm
Pair excluded volume / V: 1.0705
Empty if all dopants are paired: 70.45 percent
Empty, scattered pairs: 70.46 percent
OK
```
